# Egg-Box Error of Projector Integrals on a Uniform Grid, part 1

(Sections cited here and not found follow in the second part.)

## First half: how the position of the atom enters the grid sum

In the projector augmented-wave (PAW) method a smooth pseudo orbital $\psi(\mathbf r)$ is connected to the region near an atom by projections. For one projector $p$, centred on an atom at $\mathbf R$, the projection is

$$P(\mathbf R)=\int p^*(\mathbf r-\mathbf R)\,\psi(\mathbf r)\,d^3r .$$

A real-space program knows $\psi$ on the points $\mathbf r_{\mathbf n}=h\mathbf n$ of a cubic grid, where $h$ is the spacing and $\mathbf n$ is a triple of integers. It replaces the integral by

$$P_h(\mathbf R)=h^3\sum_{\mathbf n}p^*(\mathbf r_{\mathbf n}-\mathbf R)\,\psi(\mathbf r_{\mathbf n}).$$

The sum depends on where the atom sits between the grid points. Plotted against $\mathbf R$, the resulting energy has regularly spaced hills and hollows, hence the name egg-box error.

The projector is taken to be continuous and to vanish outside a sphere of radius $a$. The orbital is a given continuous function, and its grid values are its true values. The orbital's response to the grid is left out, as are the errors of other grid integrals, such as those of the density. Atomic units are used in the algebra.

### (a) The grid sum in reciprocal space

**Question.** Let $f(\mathbf r)$ be continuous and zero outside a bounded region, with Fourier transform

$$F(\mathbf q)=\int f(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .$$

Express $h^3\sum_{\mathbf n}f(\mathbf r_{\mathbf n})$ through values of $F$, and identify the error of the sum as an approximation to $\int f\,d^3r$.

**Solution.** Displace all sampling points by a vector $\mathbf s$ and regard the sum as a function of the displacement:

$$\sigma(\mathbf s)=h^3\sum_{\mathbf n}f(\mathbf r_{\mathbf n}+\mathbf s).$$

For any $\mathbf s$ only finitely many terms differ from zero, so $\sigma$ is continuous. If $\mathbf s$ grows by $h$ along an axis, the points are merely renumbered. Thus $\sigma$ has period $h$ along each axis, and its Fourier series contains the waves $e^{i\mathbf G\cdot\mathbf s}$ with

$$\mathbf G=\frac{2\pi}{h}\mathbf m,\qquad \mathbf m\ \text{a triple of integers}.$$

These are the reciprocal grid vectors. The coefficient of such a wave is an average over one grid cell of volume $h^3$:

$$\sigma_{\mathbf G}=\frac1{h^3}\int_{\rm cell}\sigma(\mathbf s)e^{-i\mathbf G\cdot\mathbf s}d^3s
=\sum_{\mathbf n}\int_{\rm cell}f(\mathbf r_{\mathbf n}+\mathbf s)e^{-i\mathbf G\cdot\mathbf s}d^3s .$$

The factor $h^3$ in $\sigma$ has cancelled the $1/h^3$ of the average. The sum and the integral may be exchanged because the sum is finite. In each term set $\mathbf r=\mathbf r_{\mathbf n}+\mathbf s$. The exponential becomes

$$e^{-i\mathbf G\cdot(\mathbf r-\mathbf r_{\mathbf n})}=e^{-i\mathbf G\cdot\mathbf r}\,e^{i\mathbf G\cdot\mathbf r_{\mathbf n}},\qquad
e^{i\mathbf G\cdot\mathbf r_{\mathbf n}}=e^{2\pi i\,\mathbf m\cdot\mathbf n}=1 .$$

The cells displaced by all the $\mathbf r_{\mathbf n}$ fill space once, so the integrals join into one integral over all space:

$$\sigma_{\mathbf G}=\int f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r=F(\mathbf G).$$

Now assume that $\sum_{\mathbf G}|F(\mathbf G)|$ is finite. The Fourier series then converges uniformly to a continuous function. That function has the same Fourier coefficients as the continuous function $\sigma$, and is therefore equal to it. Setting $\mathbf s=0$ gives the Poisson summation formula

$$h^3\sum_{\mathbf n}f(\mathbf r_{\mathbf n})=\sum_{\mathbf G}F(\mathbf G).$$

The term $\mathbf G=0$ is $F(0)=\int f\,d^3r$, the integral that was wanted. The error is the rest:

$$h^3\sum_{\mathbf n}f(\mathbf r_{\mathbf n})-\int f\,d^3r=\sum_{\mathbf G\neq0}F(\mathbf G).$$

The relation $e^{i\mathbf G\cdot\mathbf r_{\mathbf n}}=1$ gives the meaning. On the grid points a wave with wavevector $\mathbf G$ has the same values as a constant. The true integral of that wave over a period is zero, but the sum counts it as a constant. Components of $f$ at other nonzero wavevectors do not enter.

As $h$ decreases, the shortest nonzero $\mathbf G$, of length $2\pi/h$, moves outwards, and the rate at which the error falls is set by the decay of $F$. If $F$ decays too slowly for the sum of absolute values to exist, the argument above does not justify the formula. Part (e) shows what this requires of a projector.

### (b) An integrand that moves with the atom

**Question.** Suppose that the orbital is carried along rigidly with the atom, so that the integrand is $f(\mathbf r-\mathbf R)$. How does the error depend on $\mathbf R$? What are its period and its average over a grid cell?

**Solution.** Put $\mathbf u=\mathbf r-\mathbf R$ in the transform of the displaced integrand:

$$F_{\mathbf R}(\mathbf G)=\int f(\mathbf r-\mathbf R)e^{-i\mathbf G\cdot\mathbf r}d^3r
=e^{-i\mathbf G\cdot\mathbf R}\int f(\mathbf u)e^{-i\mathbf G\cdot\mathbf u}d^3u
=e^{-i\mathbf G\cdot\mathbf R}F(\mathbf G).$$

By part (a) the error is

$$\delta(\mathbf R)=\sum_{\mathbf G\neq0}e^{-i\mathbf G\cdot\mathbf R}F(\mathbf G).$$

A displacement of the atom by $h$ along $x$ multiplies a term by $e^{-iG_xh}=e^{-2\pi i m_x}=1$, and the same holds along $y$ and $z$. The error therefore has the grid period. The average of $e^{-i\mathbf G\cdot\mathbf R}$ over a cell is zero for every $\mathbf G\neq0$, so the average of $\delta$ is zero. The average over positions of the atom is the true integral.

If $f$ is real and spherically symmetric, $F$ is real and depends on $|\mathbf G|$ alone. Let $g=2\pi/h$ and $\mathbf R=(X,Y,Z)$. The six shortest vectors, $\pm g$ along each axis, combine in pairs through $e^{-igX}+e^{igX}=2\cos gX$. When the longer vectors contribute little,

$$\delta(\mathbf R)\approx2F(g)\,(\cos gX+\cos gY+\cos gZ).$$

At this leading order the error is extreme when the atom is on a grid point and when it is at the centre of a cell, and it has opposite signs at these two places. The sign of $F(g)$ decides which is the maximum.

### (c) An orbital that stays where it is

**Question.** The atom is now displaced while the orbital is held fixed. Write the orbital as a finite sum of plane waves, $\psi(\mathbf r)=\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. Find the error of the projection. Does it still have the grid period?

**Solution.** Define the transform of the projector about its own centre,

$$\tilde p(\mathbf q)=\int p(\mathbf u)e^{-i\mathbf q\cdot\mathbf u}d^3u .$$

The integrand is $p^*(\mathbf r-\mathbf R)\psi(\mathbf r)$. Its component at $\mathbf G$ is

$$F_{\mathbf R}(\mathbf G)=\sum_{\mathbf k}c_{\mathbf k}\int p^*(\mathbf r-\mathbf R)\,e^{i(\mathbf k-\mathbf G)\cdot\mathbf r}d^3r .$$

With $\mathbf r=\mathbf u+\mathbf R$ the exponential splits into $e^{i(\mathbf k-\mathbf G)\cdot\mathbf R}e^{i(\mathbf k-\mathbf G)\cdot\mathbf u}$. The remaining integral is the complex conjugate of $\tilde p$:

$$\int p^*(\mathbf u)e^{i(\mathbf k-\mathbf G)\cdot\mathbf u}d^3u
=\left[\int p(\mathbf u)e^{-i(\mathbf k-\mathbf G)\cdot\mathbf u}d^3u\right]^*
=\tilde p^*(\mathbf k-\mathbf G).$$

The term $\mathbf G=0$ gives the true projection, $P(\mathbf R)=\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}\tilde p^*(\mathbf k)$. The other terms give

$$\delta P(\mathbf R)=P_h-P=\sum_{\mathbf k}c_{\mathbf k}\,e^{i\mathbf k\cdot\mathbf R}\sum_{\mathbf G\neq0}e^{-i\mathbf G\cdot\mathbf R}\,\tilde p^*(\mathbf k-\mathbf G).$$

The inner sum has the grid period in $\mathbf R$. The factor in front of it does not: a displacement by $h$ along $x$ multiplies the contribution of $\mathbf k$ by $e^{ik_xh}$. There are three cases.

- For a single plane wave the whole error acquires one common phase. Its modulus has the grid period, and so does $|P_h|^2$, because $P$ acquires the same phase.
- For several plane waves the phases differ, and in general neither the error nor its modulus has the grid period.
- If $|k_xh|\ll1$ for all important components, and likewise along $y$ and $z$, the phases are close to one and the error nearly repeats from one cell to the next.

A standing wave $\psi=A\cos kx$ with a real spherical projector shows the second case. It consists of the wavevectors $\mathbf k=(k,0,0)$ and $-\mathbf k$, each with coefficient $A/2$. Place the atom at $\mathbf R=(jh,0,0)$ with integer $j$, so that $e^{-i\mathbf G\cdot\mathbf R}=1$. The inner sum is then $S(\mathbf k)=\sum_{\mathbf G\ne0}\tilde p(\mathbf k-\mathbf G)$. Because $\tilde p$ is even, renaming $\mathbf G$ as $-\mathbf G$ gives $S(-\mathbf k)=S(\mathbf k)$. Hence

$$\delta P(jh)=\frac A2\left(e^{ikjh}+e^{-ikjh}\right)S(\mathbf k)=A\,S(\mathbf k)\cos(kjh).$$

All these positions are equivalent with respect to the grid, yet the errors differ. The fast oscillation with period $h$ is modulated by the orbital itself.

### (d) Energy and force

**Question.** Let one projector and one singly occupied orbital contribute $E=D|P|^2$ to the energy, with a real constant $D$. For a single plane wave $\psi=c\,e^{i\mathbf k\cdot\mathbf r}$ find the first-order energy error, the cell average of the energy error, and the spurious force caused by one harmonic of the energy.

**Solution.** Insert $P_h=P+\delta P$ into $E_h=D|P_h|^2$:

$$E_h=D\left(|P|^2+P^*\delta P+P\,\delta P^*+|\delta P|^2\right).$$

The two middle terms are complex conjugates of each other, so

$$E_h-E=2D\,{\rm Re}(P^*\delta P)+D|\delta P|^2 .$$

From part (c), $P=c\,e^{i\mathbf k\cdot\mathbf R}\tilde p^*(\mathbf k)$. In $P^*\delta P$ the phases $e^{\mp i\mathbf k\cdot\mathbf R}$ cancel, and the first-order error becomes

$$E^{(1)}(\mathbf R)=2D|c|^2\,{\rm Re}\sum_{\mathbf G\neq0}e^{-i\mathbf G\cdot\mathbf R}\,\tilde p(\mathbf k)\,\tilde p^*(\mathbf k-\mathbf G).$$

Its cell average is zero, for the reason given in part (b). The average of the full error comes from the quadratic term. Multiplying out $|\delta P|^2$ produces pairs $\mathbf G,\mathbf G'$ with the factor $e^{i(\mathbf G'-\mathbf G)\cdot\mathbf R}$, whose cell average is one for $\mathbf G=\mathbf G'$ and zero otherwise. Therefore

$$\langle E_h\rangle-E=D|c|^2\sum_{\mathbf G\neq0}|\tilde p(\mathbf k-\mathbf G)|^2 .$$

The average of $P_he^{-i\mathbf k\cdot\mathbf R}$ is free of error, but the average energy is not. Its offset has the sign of $D$ and is of second order in the small components.

For the force, note that the true energy $D|c|^2|\tilde p(\mathbf k)|^2$ does not depend on $\mathbf R$, since moving the atom multiplies the true projection $P=c\,e^{i\mathbf k\cdot\mathbf R}\tilde p^*(\mathbf k)$ only by a phase, which drops out of $|P|^2$. The true force of this model is zero. A harmonic $E_1\cos gX$ in the discretized energy produces

$$-\frac{\partial}{\partial X}\left(E_1\cos gX\right)=gE_1\sin gX,\qquad g=\frac{2\pi}h .$$

The force amplitude is the energy amplitude times the wavevector of the harmonic, so that at a given energy error a shorter period means a larger force. The force integrates to zero over a period, as it must for a periodic energy.

Differentiating the projector analytically does not remove this force. The derivative of the grid sum with respect to $\mathbf R$ is the same grid sum with $p$ replaced by $-\nabla p$. The force is the correct derivative of an energy that carries a grid error.

## Second half: smoothness of the projector, numbers and a cure

The grid points are $\mathbf r_{\mathbf n}=h\mathbf n$, the reciprocal grid vectors are $\mathbf G=g\mathbf m$ with $g=2\pi/h$ and integer triples $\mathbf m$, and $\tilde p(\mathbf q)=\int p\,e^{-i\mathbf q\cdot\mathbf r}d^3r$ is the transform of a projector about its centre. For an atom at $\mathbf R$ and an orbital $c\,e^{i\mathbf k\cdot\mathbf r}$, the first half gave the grid projection

$$P_h(\mathbf R)=c\,e^{i\mathbf k\cdot\mathbf R}\sum_{\mathbf G}e^{-i\mathbf G\cdot\mathbf R}\tilde p^*(\mathbf k-\mathbf G),$$

in which $\mathbf G=0$ is the true projection $P$. The energy is $E=D|P|^2$, and its first-order error is $2D\,{\rm Re}[P^*(P_h-P)]$. An energy harmonic $E_1\cos gX$ gives the force $gE_1\sin gX$.

### (e) The Fourier components of a smooth, localized projector

**Question.** Take $p(r)=(1-r^2/a^2)^3$ for $r<a$ and zero outside. Find $\tilde p(q)$ and its behaviour for $qa\gg1$. How smooth must a projector of this family be for the sum over $\mathbf G$ to converge absolutely?

This part has traced the egg-box error to the projector's Fourier components at wavevectors displaced by nonzero reciprocal grid vectors, and has derived the resulting errors in energy and force. What remains is to answer question (e) about the size of these components, test the predictions numerically, and examine a finer grid and a filtered projector as ways to reduce the error.
